# The DMFT grand potential and its chemical-potential derivative, part 1

(Sections cited here and not found follow in the second part.)

## From one free level to the lattice grand potential

### The decision and the quantities behind it

A DMFT calculation can converge to two solutions at the same temperature $T$ and chemical potential $\mu$, for instance a metal and an insulator. The stable one has the lower grand potential per site. An impurity solver that returns a partition function supplies an impurity grand potential, and one must decide whether comparing the two impurity values is enough. It is not: each solution has its own bath, and the impurity value treats the hopping differently from the lattice. Two logarithmic corrections are needed. The derivative with respect to $\mu$ then gives a check, because it must reproduce the electron density.

I set $\hbar=k_B=1$ and consider the paramagnetic one-band Hubbard model

$$H-\mu\hat N=\sum_{ij\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}
+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu\sum_{i\sigma}n_{i\sigma}.$$

The grand potential is $\Omega=-T\ln\mathrm{Tr}\,e^{-(H-\mu\hat N)/T}$, and $N$ is the number of sites. The eigenvalues $\varepsilon$ of $t_{ij}$ have a density $D(\varepsilon)$ per site and spin, with

$$\int D\,d\varepsilon=1,\qquad \int D\,\varepsilon\,d\varepsilon=0,\qquad
\int D\,\varepsilon^2d\varepsilon=m_2 .$$

The zero mean fixes the origin of $\mu$. The Green function is $G(\tau)=-\langle T_\tau c(\tau)c^\dagger(0)\rangle$, with fermionic frequencies $\omega_n=(2n+1)\pi T$. Sums over $n$ include both signs, and $\sum_{n\sigma}$ includes both spins.

### One free level fixes the sign

For one level of energy $\xi$, measured from $\mu$, the occupation is $f(\xi)=1/(e^{\xi/T}+1)$ and $\Omega_0=-T\ln(1+e^{-\xi/T})$. Hence $d\Omega_0/d\xi=f(\xi)$. For $0<\tau<1/T$ the Green function is $-(1-f)e^{-\xi\tau}$, and its Fourier coefficient is

$$G(i\omega_n)=-(1-f)\int_0^{1/T}e^{(i\omega_n-\xi)\tau}d\tau
=(1-f)\frac{1+e^{-\xi/T}}{i\omega_n-\xi}=\frac1{i\omega_n-\xi},$$

where $e^{i\omega_n/T}=-1$ was used. The inverse transform at $\tau=0^-$ is $\langle c^\dagger c\rangle$:

$$f(\xi)=T\sum_n\frac{e^{i\omega_n0^+}}{i\omega_n-\xi}.$$

This is the derivative with respect to $\xi$ of

$$\Omega_0=-T\sum_n e^{i\omega_n0^+}\ln(\xi-i\omega_n).$$

The logarithmic sum is shorthand for the antiderivative that vanishes as $\xi\to\infty$, where the level is empty. This settles its constant. Convergence factors are left unwritten below, but they remain in sums that need them. In terms of $G$, the summand is $-\ln(-G^{-1})=\ln(-G)$.

### A free impurity and a free lattice

Next, couple an orbital at energy $-\mu$ to bath levels $e_k$ with real amplitudes $V_k$. The bath energies are measured from the Fermi level. Define

$$\Delta(i\omega_n)=\sum_k\frac{V_k^2}{i\omega_n-e_k},\qquad
\Omega_{\rm imp}=-T\ln\frac{Z_{\rm imp}}{Z_{\rm bath}}.$$

Here $Z_{\rm imp}$ describes the orbital and the bath together, while $Z_{\rm bath}$ describes the uncoupled bath. The division removes the grand potential the bath would have alone.

For $U=0$ the one-particle matrix $h$ has eigenvalues $\lambda_j$. Eliminating the bath block from its determinant gives, for each spin,

$$\frac{\prod_j(\lambda_j-i\omega_n)}{\prod_k(e_k-i\omega_n)}
=-\left[i\omega_n+\mu-\Delta(i\omega_n)\right].$$

Adding the free-level results therefore yields

$$\Omega_{\rm imp}^{U=0}=-T\sum_{n\sigma}\ln[-(i\omega_n+\mu-\Delta)]
=T\sum_{n\sigma}\ln(-G_{\rm imp}).$$

The free lattice gives

$$\frac{\Omega^{U=0}}N=-T\sum_{n\sigma}\int d\varepsilon\,D(\varepsilon)
\ln[-(i\omega_n+\mu-\varepsilon)].$$

Subtracting the impurity expression,

$$\frac{\Omega^{U=0}}N=\Omega_{\rm imp}^{U=0}
-T\sum_{n\sigma}\left[\int D\ln(i\omega_n+\mu-\varepsilon)\,d\varepsilon
+\ln G_{\rm imp}\right].$$

The minus signs inside the logarithms could be dropped for the following reason. For $\omega_n>0$, $i\omega_n+\mu-\varepsilon$ lies in the upper half plane and $G_{\rm imp}$ in the lower. On principal branches, removing the signs adds $+i\pi$ to the first logarithm and $-i\pi$ to the second. These cancel because $D$ is normalized. Negative frequencies give the conjugate result.

At $U=0$ this formula holds for any bath, because the impurity terms cancel among themselves. The program asserts this for two arbitrary bath levels at $T=0.2$ and $\mu=0.4$, in units of the half-bandwidth of a semicircular band. The functional and the direct free-band sum both give $-0.99606746$. Interactions remove this freedom, since the self-energy then depends on the bath.

### How the interacting impurity responds

With $U\ne0$, the impurity partition function can be written with Grassmann variables. For one bath level and one frequency, the quadratic form in the exponent is

$$\bar b(i\omega_n-e)b+\bar c(i\omega_n+\mu)c-V(\bar c b+\bar b c).$$

Completing the square gives

$$(i\omega_n-e)\left(\bar b-\frac{V\bar c}{i\omega_n-e}\right)
\left(b-\frac{Vc}{i\omega_n-e}\right)
+\bar c\left(i\omega_n+\mu-\frac{V^2}{i\omega_n-e}\right)c.$$

The shifted Gaussian integral over $b$ gives the bare bath factor. With all bath levels included, the remaining action is

$$S=-\sum_{n\sigma}\bar c_{n\sigma}\mathcal G^{-1}(i\omega_n)c_{n\sigma}
+U\int_0^{1/T}n_\uparrow n_\downarrow\,d\tau,\qquad
\mathcal G^{-1}=i\omega_n+\mu-\Delta .$$

Since $G_{\rm imp}=-\langle c\bar c\rangle=\langle\bar c c\rangle$, varying the exponent gives $\delta\ln(Z_{\rm imp}/Z_{\rm bath})=\sum_{n\sigma}G_{\rm imp}\,\delta\mathcal G^{-1}$. Thus

$$\delta\Omega_{\rm imp}=-T\sum_{n\sigma}G_{\rm imp}\,\delta\mathcal G^{-1}.
\tag{1}$$

The free expression satisfies this relation, which confirms its sign.

### Separating the interaction functional

Define the self-energy by $\Sigma=\mathcal G^{-1}-G_{\rm imp}^{-1}$, and define

$$\phi=\Omega_{\rm imp}-T\sum_{n\sigma}\ln(-G_{\rm imp})
+T\sum_{n\sigma}\Sigma G_{\rm imp}.\tag{2}$$

To see what $\phi$ depends on, write $\Sigma G_{\rm imp}=\mathcal G^{-1}G_{\rm imp}-1$. Its variation is $G_{\rm imp}\delta\mathcal G^{-1}+\mathcal G^{-1}\delta G_{\rm imp}$. Using (1),

$$\begin{aligned}
\delta\phi={}&-T\sum G_{\rm imp}\delta\mathcal G^{-1}
-T\sum\frac{\delta G_{\rm imp}}{G_{\rm imp}}\\
&+T\sum\left(G_{\rm imp}\delta\mathcal G^{-1}
+\mathcal G^{-1}\delta G_{\rm imp}\right)
=T\sum\Sigma\,\delta G_{\rm imp}.
\end{aligned}$$

The explicit variation of the bath has disappeared. At fixed $T$ and $U$, $\phi$ is therefore a functional of $G_{\rm imp}$ on a branch where $G_{\rm imp}$ determines $\mathcal G$. This is the local Luttinger–Ward functional. It vanishes for $U=0$, as the free formula shows.

The same Legendre transformation with site matrices gives the lattice expression

$$\Omega=\Phi[G]+T\sum_{n\sigma}\mathrm{tr}\ln(-G)
-T\sum_{n\sigma}\mathrm{tr}(\Sigma G).$$

DMFT replaces $\Phi[G]$ by $\sum_i\phi[G_{ii}]$. Differentiation then makes $\Sigma$ site-diagonal. The same $\phi$ appears because each site has the same local interaction as the impurity.

A count of diagrams shows when the replacement is justified. In the expansion in $U$, $\Phi$ contains closed diagrams with full lines and no self-energy insertions. Each interaction vertex has four line ends, so an even number of lines leaves the vertices on a given site. Two such lines would mark a self-energy insertion, which is excluded. A nonlocal diagram therefore has at least four lines leaving each site.

For $m$ neighbouring sites this means at least $2m$ intersite lines. With hopping scaled as $d^{-1/2}$ in dimension $d$, they contribute at most order $d^{-m}$. There are of order $d^{m-1}$ choices of the other sites, which leaves $1/d$. This is the reason DMFT becomes exact at infinite coordination; the count covers neighbouring sites. In finite dimension the replacement is an approximation.

### Subtracting the impurity from the lattice

Set $\zeta=i\omega_n+\mu-\Sigma$. The local lattice Green function and the impurity Green function are

$$G_{\rm loc}=\int\frac{D(\varepsilon)\,d\varepsilon}{\zeta-\varepsilon},
\qquad G_{\rm imp}=\frac1{\zeta-\Delta}.$$

Self-consistency requires $G_{\rm loc}=G_{\rm imp}=G$. The DMFT lattice value per site is

$$\frac\Omega N=\phi[G]
-T\sum_{n\sigma}\int D\ln[-(\zeta-\varepsilon)]\,d\varepsilon
-T\sum_{n\sigma}\Sigma G.$$

Equation (2) gives the impurity value

$$\Omega_{\rm imp}=\phi[G]+T\sum_{n\sigma}\ln(-G)
-T\sum_{n\sigma}\Sigma G.$$

Subtraction cancels $\phi$ and $\Sigma G$. The branch argument used for free electrons also applies here, since causality keeps $\zeta$ in the upper half plane for $\omega_n>0$. Therefore

$$\boxed{\frac\Omega N=\Omega_{\rm imp}
-T\sum_{n\sigma}\left[\int d\varepsilon\,D(\varepsilon)\ln(\zeta-\varepsilon)
+\ln G\right].}\tag{3}$$

At high frequency, the zero mean of $D$ gives

$$\int D\ln(\zeta-\varepsilon)\,d\varepsilon
=\ln\zeta-\frac{m_2}{2\zeta^2}+\cdots,\qquad
\ln G=-\ln\zeta+\frac{m_2}{\zeta^2}+\cdots .$$

The bracket tends to $m_2/(2\zeta^2)$, so the combined sum needs no convergence factor. For numerical work, add and subtract $\ln\zeta$ and form

$$L=-T\sum_{n\sigma}\int D\ln(1-\varepsilon/\zeta)\,d\varepsilon,\qquad
C=-T\sum_{n\sigma}\ln(G\zeta).$$

Each part now converges separately, and $\Omega/N=\Omega_{\rm imp}+L+C$.

### Weak hopping tests the absolute value

For isolated sites, $D=\delta(\varepsilon)$ and $\Delta=0$. Then $G=1/\zeta$, both corrections vanish, and $\Omega_{\rm imp}$ is the atomic value

$$\Omega_{\rm at}=-T\ln\left(1+2e^{\mu/T}+e^{(2\mu-U)/T}\right).$$

With $U=2$, $T=0.2$ and $\mu=0.4$ this is $-0.55175615$.

For small hopping, $1/G_{\rm loc}=\zeta-m_2/\zeta+\cdots$, so $\Delta=\zeta-1/G_{\rm loc}\simeq m_2/\zeta\simeq m_2G_{\rm at}$. Equation (1) changes the impurity value by $m_2T\sum G_{\rm at}^2$. This amount is negative: $G_{\rm at}$ is a positively weighted sum of poles, and each pair of poles $a,b$ gives $T\sum_n[(i\omega_n-a)(i\omega_n-b)]^{-1}=[f(a)-f(b)]/(a-b)<0$. The bracket in (3) contributes $-\tfrac12m_2T\sum G_{\rm at}^2$. Together,

$$\frac\Omega N=\Omega_{\rm at}
+\frac{m_2}{2}T\sum_{n\sigma}G_{\rm at}^2+\cdots .$$

The exact lattice has the same term. If the hopping is multiplied by $\lambda$, then $d\Omega/d\lambda=T\sum t_{ij}G_{ji}$. To first order, $G_{ji}=\lambda G_{\rm at}t_{ji}G_{\rm at}$, because the unperturbed sites are independent. With $\sum_j|t_{ij}|^2=m_2$, integration from $\lambda=0$ to 1 supplies the factor $1/2$. The impurity assigns a whole bond response to each site, although a bond is shared by two sites; the correction removes the excess half at this order.

A Hubbard dimer tests the next order. Its levels are $\pm t$, so $m_2=t^2$. Diagrams omitted from $\Phi$ need at least four intersite lines, each of order $t$. With $\Sigma=G_0^{-1}-G^{-1}$ and $G_0$ the free lattice Green function, varying the lattice expression gives $\delta\Omega=\delta\Phi-T\sum_{n\sigma}\mathrm{tr}(\Sigma\,\delta G)$, which vanishes at the solution. Since the functional is thus stationary in $G$, the leading error is the omitted part of $\Phi$, of order $t^4$.

At $t=0.03$, exact diagonalization gives $-0.552087731$ per site and DMFT gives $-0.552087587$. The error is $1.44\times10^{-7}$, or about $0.04\%$ of the magnitude of the hopping contribution. At $t=0.06$ the error is $2.287\times10^{-6}$. Doubling $t$ multiplies the hopping contribution by 4.015 and the error by 15.879, close to the expected factors 4 and 16. This test would expose a wrong constant or a wrong factor in the order-$t^2$ correction.

## The density, an imperfect bath and a worked solution

### Symbols and results carried forward

The lattice has density of states $D(\varepsilon)$ with zero mean and second moment $m_2$. The impurity has hybridization $\Delta$, self-energy $\Sigma$ and Green function $G_{\rm imp}=1/(\zeta-\Delta)$, where $\zeta=i\omega_n+\mu-\Sigma$. The lattice supplies $G_{\rm loc}=\int D/(\zeta-\varepsilon)\,d\varepsilon$. The bare bath has been removed from $\Omega_{\rm imp}$.

When $G_{\rm imp}=G_{\rm loc}=G$, equation (3) gives $\Omega/N=\Omega_{\rm imp}+L+C$, with separately convergent lattice and local logarithmic parts $L$ and $C$. The impurity response is equation (1), $\delta\Omega_{\rm imp}=-T\sum_{n\sigma}G_{\rm imp}\,\delta(i\omega_n+\mu-\Delta)$. Temperature, $U$ and $D$ stay fixed throughout the variations below.

### First hold the bath fixed

For a variation of $\mu$ and the bath, (1) becomes

$$\delta\Omega_{\rm imp}=-n_{\rm imp}\,\delta\mu
+T\sum_{n\sigma}G_{\rm imp}\,\delta\Delta,\qquad
n_{\rm imp}=T\sum_{n\sigma}e^{i\omega_n0^+}G_{\rm imp}.\tag{4}$$

With a fixed bath, the derivative gives the impurity density. The program asserts this with levels $e=(-0.5,0.8)$ and couplings $V=(0.4,0.5)$, chosen without regard to self-consistency. The thermal average and the negative finite-difference derivative both equal $0.8243473$ electrons per site.

In DMFT, however, changing $\mu$ changes the converged bath. The second term in (4) is then present. It has to be cancelled by the corrections if the lattice derivative is to equal the density.

The lattice grand potential now follows from the impurity value and two logarithmic corrections, and at fixed bath the $\mu$-derivative of $\Omega_{\rm imp}$ gives the impurity density. It remains to show that the corrections cancel the bath term in (4) when the bath changes with $\mu$, and to test the result on an imperfect bath and a worked solution.
